# Why Transverse Phonons Are Bright near the Cube Axes of Germanium: a program that tests the result

```python
"""Phonon focusing of transverse waves near the cube axes of germanium.

Result under test: the slow transverse (ST) slowness sheet is dented around
[001]; nine ST wavevectors (1 central, 4 + 4 on the rim of the dent) send energy
close to [001], and the rim waves carry most of that energy. Folds of the ray
map lie where the Gaussian curvature K of the slowness sheet vanishes.

Symbols: C = (C11, C12, C44) in GPa; n wave direction; v phase speed (m/s);
V group velocity (m/s); sheet 0 = ST, sheet 1 = fast transverse (FT);
theta, phi = polar and azimuthal angle about [001];
flux factor = energy per solid angle of V relative to an isotropic solid.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation

GE = (131.0, 49.0, 68.0)        # rough low-temperature values, GPa
CONTROL = (131.0, 49.0, 44.0)   # model crystal with weak anisotropy, GPa
RHO = 5300.0                    # kg/m^3, rough
THICKNESS, DET_RADIUS = 10e-3, 0.25e-3   # m
FREQ = 0.2e12                   # Hz
CELL = 0.566e-9                 # m, rough cubic lattice constant
MASS_VARIANCE = 6e-4            # rough relative mass variance
deg = np.pi / 180


def stiffness_tensor(C):
    c11, c12, c44 = C
    d = np.eye(3)
    t = c12 * np.einsum('ij,kl->ijkl', d, d)
    t = t + c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        t[i, i, i, i] += c11 - c12 - 2 * c44
    return t


def modes(C, n, sheet):
    """Phase speed and group velocity for unit vectors n (N,3)."""
    n = np.atleast_2d(n)
    c11, c12, c44 = C
    gamma = np.einsum('ijkl,nj,nl->nik', stiffness_tensor(C), n, n)
    w, vec = np.linalg.eigh(gamma)
    e = vec[:, :, sheet]
    v = np.sqrt(w[:, sheet] * 1e9 / RHO)
    ne = np.sum(n * e, axis=1)[:, None]
    V = c11 * n * e**2 + c44 * n * (1 - e**2) + (c12 + c44) * e * (ne - n * e)
    return v, V * 1e9 / (RHO * v[:, None])


def unit(a):
    a = np.asarray(a, float)
    return a / np.linalg.norm(a, axis=-1, keepdims=True)


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
                     np.cos(theta)])


def tangent_frame(n):
    a = unit(np.cross(n, [1.0, 0.2, 0.1]))
    return a, np.cross(n, a)


def ray_jacobian(C, n, sheet, h):
    """Signed dOmega_V/dOmega_n by finite differences of the ray map."""
    a, b = tangent_frame(n)
    pts = unit(np.array([n, n + h * a, n - h * a, n + h * b, n - h * b]))
    r = unit(modes(C, pts, sheet)[1])
    return r[0] @ np.cross(r[1] - r[2], r[3] - r[4]) / (4 * h * h)


def curvature_flux(C, n, sheet, h=1e-3):
    """Signed cos(psi)/(s^2 K) from the shape of the slowness surface alone."""
    a, b = tangent_frame(n)

    def X(i, j):
        m = unit(n + h * (i * a + j * b))
        return m / modes(C, m, sheet)[0][0]
    x0 = X(0, 0)
    xu, xv = (X(1, 0) - X(-1, 0)) / (2 * h), (X(0, 1) - X(0, -1)) / (2 * h)
    xuu = (X(1, 0) - 2 * x0 + X(-1, 0)) / h**2
    xvv = (X(0, 1) - 2 * x0 + X(0, -1)) / h**2
    xuv = (X(1, 1) - X(1, -1) - X(-1, 1) + X(-1, -1)) / (4 * h**2)
    N = unit(np.cross(xu, xv))
    K = ((xuu @ N) * (xvv @ N) - (xuv @ N)**2) / (
        (xu @ xu) * (xv @ xv) - (xu @ xv)**2)
    return abs(N @ n) / (x0 @ x0 * K)


# ---- near-axis formulas -------------------------------------------------
def near_axis(C, phi, sheet):
    """f, f' and Jacobian J of the leading-order ray map near [001]."""
    c11, c12, c44 = C
    D = c12 + c44
    g = D**2 / (c11 - c44)
    P, Q, R = c11 - g + c44, c11 - g - c44, D - g
    sg = -1 if sheet == 0 else 1
    S = np.sqrt(Q**2 * np.cos(2 * phi)**2 + R**2 * np.sin(2 * phi)**2)
    f = (P + sg * S) / 2
    fp = -sg * (Q**2 - R**2) * np.sin(4 * phi) / (2 * S)
    J = (P**2 + sg * 2 * P * Q**2 * R**2 / S**3 + 3 * Q**2 * R**2 / S**2
         - Q**2 - R**2) / (4 * c44**2)
    return f, fp, J


def centre_flux(C, sheet):
    phi = (np.arange(3600) + 0.5) * 2 * np.pi / 3600
    f, fp, _ = near_axis(C, phi, sheet)
    return np.mean(C[2]**2 / (f**2 + fp**2 / 4))


def rim_angle(C, plane):
    """Polar angle where the ST ray is again along [001] (merging roots)."""
    c11, c12, c44 = C
    h = c11 if plane == 100 else (c11 + c12 + 2 * c44) / 2
    m = h * c11 + c44**2 - (c12 + c44)**2
    roots = np.roots([m**2 - 4 * h * c44**2 * c11,
                      -2 * m * (h + c44) + 4 * h * c44 * (c44 + c11),
                      (h - c44)**2])
    good = []
    for z in roots:
        if abs(z.imag) < 1e-12 and z.real > 0:
            x = (h + c44 - m * z.real) / (2 * h * c44)
            if x > 0:
                good.append(np.arctan(np.sqrt(x / z.real)))
    assert len(good) == 1
    return good[0]


def ray_tilt(theta, phi, C=GE, sheet=0):
    V = modes(C, direction(theta, phi), sheet)[1][0]
    return np.arctan2(V[0] * np.cos(phi) + V[1] * np.sin(phi), V[2])


# ---- test: group velocity is the gradient of omega(k) ---------------------
for sheet in (0, 1, 2):
    n0 = unit([0.31, 0.52, 0.83])
    grad = [(modes(GE, n0 + 1e-5 * d, sheet)[0][0]
             - modes(GE, n0 - 1e-5 * d, sheet)[0][0]) / 2e-5 for d in np.eye(3)]
    assert np.allclose(grad, modes(GE, n0, sheet)[1][0], rtol=1e-6, atol=1e-3)

# ---- test: ray-map Jacobian against curvature of the slowness surface -----
for sheet in (0, 1):
    for th, ph in ((10, 20), (25, 5), (30, 35), (40, 15)):
        n0 = direction(th * deg, ph * deg)
        product = ray_jacobian(GE, n0, sheet, 1e-4) * curvature_flux(GE, n0, sheet)
        assert abs(product - 1) < 5e-3, (sheet, th, ph, product)

# ---- test: near-axis Jacobian against the full Christoffel equation -------
for sheet in (0, 1):
    for ph in (0, 10, 25, 45):
        full = ray_jacobian(GE, direction(0.2 * deg, ph * deg), sheet, 1e-5)
        assert abs(full - near_axis(GE, ph * deg, sheet)[2]) < 5e-3

# ---- radial fold lines: half-width of the ridges along cube planes --------
ridge, fold_phi, ridge_count = {}, {}, {}
for sheet in (0, 1):
    pc = brentq(lambda p: near_axis(GE, p, sheet)[2], 0.0, 45 * deg)
    f, fp, _ = near_axis(GE, pc, sheet)
    fold_phi[sheet] = pc
    ridge[sheet] = -(pc + np.arctan(fp / (2 * f)))
    phi = (np.arange(18000) + 0.37) * 2 * np.pi / 18000
    t0 = 0.1 * deg
    ring = np.stack([np.sin(t0) * np.cos(phi), np.sin(t0) * np.sin(phi),
                     np.full_like(phi, np.cos(t0))], axis=1)
    V = modes(GE, ring, sheet)[1]
    sign = -1 if sheet == 0 else 1       # ST rays leave on the opposite side
    az = np.arctan2(sign * V[:, 1], sign * V[:, 0])
    scan = -np.min(az[phi < 45 * deg])
    assert abs(scan - ridge[sheet]) < 2e-3 * deg
    off = az - 0.5 * ridge[sheet]
    sn, cs = np.sin(off), np.cos(off)
    ridge_count[sheet] = int(np.sum((sn * np.roll(sn, -1) < 0) & (cs > 0)))
    assert ridge_count[sheet] == 3

# ---- rim of the dent: quadratic against root search on the ray angle ------
rim, rim_flux, edge, edge_theta = {}, {}, {}, {}
for plane, ph in ((100, 0.0), (110, 45 * deg)):
    rim[plane] = rim_angle(GE, plane)
    found = brentq(ray_tilt, 10 * deg, 40 * deg, args=(ph,))
    assert abs(found - rim[plane]) < 1e-6
    rim_flux[plane] = curvature_flux(GE, direction(rim[plane], ph), 0)
    best = minimize_scalar(ray_tilt, bounds=(1 * deg, rim[plane]), args=(ph,),
                           method='bounded', options={'xatol': 1e-7})
    edge[plane], edge_theta[plane] = -best.fun, best.x
assert rim_flux[100] > 0 > rim_flux[110]     # maxima and saddles of s_z


# ---- count wavevectors per ray on an oriented mesh of the whole sheet -----
def sphere_mesh(m=160):
    t = np.tan(np.linspace(-np.pi / 4, np.pi / 4, m + 1))
    U, W = np.meshgrid(t, t, indexing='ij')
    i, j = np.meshgrid(np.arange(m), np.arange(m), indexing='ij')
    p = (i * (m + 1) + j).ravel()
    local = np.concatenate([np.stack([p, p + m + 1, p + m + 2], 1),
                            np.stack([p, p + m + 2, p + 1], 1)])
    pts, tri = [], []
    for axis in range(3):
        for sgn in (1, -1):
            c = sgn * np.eye(3)[axis]
            e1 = np.eye(3)[(axis + 1) % 3]
            e2 = np.cross(c, e1)
            face = c + U.reshape(-1, 1) * e1 + W.reshape(-1, 1) * e2
            tri.append(local + len(pts) * (m + 1)**2)
            pts.append(face)
    turn = Rotation.from_euler('xyz', [0.3, 0.5, 0.7]).as_matrix()
    return unit(np.concatenate(pts)) @ turn.T, np.concatenate(tri)


MESH, TRI = sphere_mesh()


def count_rays(rays, target):
    near = rays @ target > 0.8
    t = TRI[near[TRI].all(axis=1)]
    a, b, c = rays[t[:, 0]], rays[t[:, 1]], rays[t[:, 2]]
    d = np.stack([np.cross(a, b) @ target, np.cross(b, c) @ target,
                  np.cross(c, a) @ target])
    plus, minus = int(np.sum((d > 0).all(0))), int(np.sum((d < 0).all(0)))
    return plus + minus, plus - minus


near_target = direction(2 * deg, 22.5 * deg)
st_rays = unit(modes(GE, MESH, 0)[1])
st_count, st_signed = count_rays(st_rays, near_target)
ft_count, ft_signed = count_rays(unit(modes(GE, MESH, 1)[1]), near_target)
ctl_count, ctl_signed = count_rays(unit(modes(CONTROL, MESH, 0)[1]), near_target)
assert st_count == 1 + 4 + 4 and st_signed == 1
assert ft_signed == 1 and ctl_signed == 1 and ctl_count == 1
STEP = 0.4 * deg
n_in = count_rays(st_rays, direction(edge[110] - STEP, 45 * deg))[0]
n_out = count_rays(st_rays, direction(edge[110] + STEP, 45 * deg))[0]
assert n_in - n_out >= 2


# ---- flux into a detector by direct summation of rays ---------------------
def sample(m):
    a = (np.arange(m) + 0.5) * (np.pi / 4) / m
    A, B = np.meshgrid(a, a, indexing='ij')
    x, y = np.tan(A).ravel(), np.tan(B).ravel()
    w = (1 + x**2) * (1 + y**2) / (1 + x**2 + y**2)**1.5 * (np.pi / 4 / m)**2
    return unit(np.stack([x, y, np.ones_like(x)], 1)), w


def images(t):
    out = {tuple(np.round(np.array(s) * t[list(p)], 12) + 0.0)
           for p in itertools.permutations(range(3))
           for s in itertools.product((1, -1), repeat=3)}
    return np.array(list(out))


def detector_flux(n, w, rays, target, cap, min_angle=0.0):
    """Mean flux factor in a cap; optionally only waves far from the target."""
    total, im = 0.0, images(target)
    for g in im:
        hit = rays @ g > np.cos(cap)
        if min_angle > 0:
            hit &= n @ g < np.cos(min_angle)
        total += w[hit].sum()
    return 24 * total / len(im) / (2 * np.pi * (1 - np.cos(cap)))


axis = np.array([0.0, 0.0, 1.0])
cap = np.arctan(DET_RADIUS / THICKNESS)
K_DIR, W = sample(500)
assert abs(24 * W.sum() / (4 * np.pi) - 1) < 1e-5
v_st, V_st = modes(GE, K_DIR, 0)
R_st = unit(V_st)
R_ft = unit(modes(GE, K_DIR, 1)[1])
flux_st = detector_flux(K_DIR, W, R_st, axis, cap)
flux_ft = detector_flux(K_DIR, W, R_ft, axis, cap)
outer_st = detector_flux(K_DIR, W, R_st, axis, cap, 12 * deg)
c_st, c_ft = centre_flux(GE, 0), centre_flux(GE, 1)
rim_sum = 4 * abs(rim_flux[100]) + 4 * abs(rim_flux[110])
assert abs(flux_st / (c_st + rim_sum) - 1) < 0.04
assert abs(flux_ft / c_ft - 1) < 0.04
assert abs(outer_st / rim_sum - 1) < 0.05
assert outer_st / flux_st > 0.5              # rim waves carry most ST energy

small = 0.3 * deg
f_in = detector_flux(K_DIR, W, R_st, direction(edge[110] - STEP, 45 * deg), small)
f_out = detector_flux(K_DIR, W, R_st, direction(edge[110] + STEP, 45 * deg), small)
assert f_in > 1.2 * f_out

# ---- control crystal: convex near the axis, yet brighter than isotropic ---
ph = np.linspace(0, 45 * deg, 91)
assert min(near_axis(CONTROL, ph, 0)[2]) > 0 and min(near_axis(CONTROL, ph, 0)[0]) > 0
kc, wc = sample(300)
flux_ctl = detector_flux(kc, wc, unit(modes(CONTROL, kc, 0)[1]), axis, 3 * deg)
assert abs(flux_ctl / centre_flux(CONTROL, 0) - 1) < 0.04 and flux_ctl > 1.3


# ---- size of neglected effects --------------------------------------------
def dent_margin(C):
    return (C[1] + C[2])**2 / (C[0] * (C[0] - C[2]))


# the concavity criterion against the sign of the ray angle close to the axis
for C in (GE, CONTROL, (131.0, 49.0, 51.0), (131.0, 49.0, 54.0)):
    assert (dent_margin(C) > 1) == (
        ray_tilt(0.3 * deg, 0.0, C, 0 if C[2] > (C[0] - C[1]) / 2 else 1) < 0)

corners = [tuple(c * (1 + 0.02 * s) for c, s in zip(GE, sg))
           for sg in itertools.product((1, -1), repeat=3)]
j_corner = [near_axis(C, 0.0, 0)[2] for C in corners]
margin_min = min(dent_margin(C) for C in corners)
assert min(j_corner) < 0 < max(j_corner) and margin_min > 1

w3 = W / v_st**3
w3 = w3 * W.sum() / w3.sum()
flux_thermal = detector_flux(K_DIR, w3, R_st, axis, cap)

v_axis = modes(GE, axis, 0)[0][0]
omega = 2 * np.pi * FREQ
wavelength = v_axis / FREQ
dispersion = (2 * np.pi / wavelength * CELL / 2)**2 / 24
rate = CELL**3 / 8 * MASS_VARIANCE * omega**4 / (4 * np.pi * v_axis**3)
mfp = v_axis / rate
x_peak = brentq(lambda x: 3 * (1 - np.exp(-x)) - x, 1, 5)
T_source = sc.h * FREQ / (x_peak * sc.k)


def s_perp(t):
    return np.sin(t) / modes(GE, direction(t, 45 * deg), 0)[0][0]


tc, h = edge_theta[110], 1e-3
bend = (np.tan(ray_tilt(tc + h, 45 * deg)) - 2 * np.tan(ray_tilt(tc, 45 * deg))
        + np.tan(ray_tilt(tc - h, 45 * deg))) / h**2
third = abs(bend) / ((s_perp(tc + h) - s_perp(tc - h)) / (2 * h))**2
airy = (third / 2)**(1 / 3) * (omega * THICKNESS)**(-2 / 3)

# ---- output ----------------------------------------------------------------
print("Ge C11, C12, C44 (GPa, rough):", *GE)
print(f"density (g/cm3, rough): {RHO/1000:.1f}")
print(f"transverse speed along [001] (km/s): {v_axis/1e3:.3f}")
print(f"dent criterion D^2/(C11(C11-C44)), dent if >1: {dent_margin(GE):.3f}")
for s, name in ((0, "ST"), (1, "FT")):
    for p in (0, 45):
        f, _, J = near_axis(GE, p * deg, s)
        print(f"{name} phi={p} deg: f (GPa) {f:.2f}, Jacobian J {J:.4f}")
    print(f"{name} fold azimuth of wavevector (deg): {fold_phi[s]/deg:.2f}")
    print(f"{name} ridge half-width in ray azimuth (deg): {ridge[s]/deg:.3f}")
    print(f"{name} wavevectors per ray inside ridge, near axis: {ridge_count[s]}")
for p in (100, 110):
    print(f"rim angle in {{{p}}} plane (deg): {rim[p]/deg:.2f}")
    print(f"signed flux factor of one {{{p}}} rim wave: {rim_flux[p]:.3f}")
    print(f"largest backward ray angle in {{{p}}} plane (deg): {edge[p]/deg:.2f}")
    print(f"  reached at wave angle (deg): {edge_theta[p]/deg:.2f}")
    print(f"  offset on far face (mm): {THICKNESS*np.tan(edge[p])*1e3:.2f}")
print(f"ST wavevectors for ray 2 deg off axis: {st_count}, signed {st_signed}")
print(f"FT wavevectors for same ray: {ft_count}, signed {ft_signed}")
print(f"crystal thickness, detector radius (mm): {THICKNESS*1e3:.0f}, {DET_RADIUS*1e3:.2f}")
print(f"detector half-angle (deg): {cap/deg:.2f}")
print(f"ST axis flux factor, formula: centre {c_st:.3f} + rim {rim_sum:.3f}"
      f" = {c_st+rim_sum:.3f}")
print(f"ST axis flux factor, summed rays: {flux_st:.3f}")
print(f"share of ST axis flux from rim waves, summed rays: {outer_st/flux_st:.3f}")
print(f"FT axis flux factor, formula and summed rays: {c_ft:.3f}, {flux_ft:.3f}")
print(f"{{110}} edge, 0.4 deg inside/outside: wavevectors {n_in}, {n_out}")
print(f"  ST flux factor inside/outside (0.3 deg cap): {f_in:.2f}, {f_out:.2f}")
print(f"control C44 (GPa): {CONTROL[2]:.0f}, dent criterion {dent_margin(CONTROL):.3f}")
print(f"control: ST wavevectors {ctl_count}, axis flux factor {flux_ctl:.3f}")
print(f"2% change of constants: ST J(phi=0) from {min(j_corner):.3f} to {max(j_corner):.3f}")
print(f"2% change of constants: smallest dent criterion {margin_min:.3f}")
print(f"ST axis flux factor with thermal 1/v^3 weight: {flux_thermal:.3f}")
print(f"frequency (THz): {FREQ/1e12:.1f}, wavelength (nm): {wavelength*1e9:.1f}")
print(f"source temperature with spectral peak there (K): {T_source:.2f}")
print(f"lattice dispersion, relative speed change (chain estimate): {dispersion:.1e}")
print(f"diffraction width of {{110}} edge (deg): {airy/deg:.4f}")
print(f"mass-disorder mean free path (mm): {mfp*1e3:.0f}")
print(f"unscattered fraction over thickness: {np.exp(-THICKNESS/mfp):.2f}")
print("no test failed")
```

Output:

```
Ge C11, C12, C44 (GPa, rough): 131.0 49.0 68.0
density (g/cm3, rough): 5.3
transverse speed along [001] (km/s): 3.582
dent criterion D^2/(C11(C11-C44)), dent if >1: 1.659
ST phi=0 deg: f (GPa) -86.29, Jacobian J -0.0525
ST phi=45 deg: f (GPa) -59.29, Jacobian J 2.5176
ST fold azimuth of wavevector (deg): 6.36
ST ridge half-width in ray azimuth (deg): 0.139
ST wavevectors per ray inside ridge, near axis: 3
FT phi=0 deg: f (GPa) 68.00, Jacobian J -0.3103
FT phi=45 deg: f (GPa) 41.00, Jacobian J 1.5790
FT fold azimuth of wavevector (deg): 16.89
FT ridge half-width in ray azimuth (deg): 3.604
FT wavevectors per ray inside ridge, near axis: 3
rim angle in {100} plane (deg): 25.61
signed flux factor of one {100} rim wave: 0.753
largest backward ray angle in {100} plane (deg): 9.26
  reached at wave angle (deg): 12.35
  offset on far face (mm): 1.63
rim angle in {110} plane (deg): 20.53
signed flux factor of one {110} rim wave: -0.502
largest backward ray angle in {110} plane (deg): 5.58
  reached at wave angle (deg): 10.37
  offset on far face (mm): 0.98
ST wavevectors for ray 2 deg off axis: 9, signed 1
FT wavevectors for same ray: 1, signed 1
crystal thickness, detector radius (mm): 10, 0.25
detector half-angle (deg): 1.43
ST axis flux factor, formula: centre 0.841 + rim 5.023 = 5.864
ST axis flux factor, summed rays: 5.956
share of ST axis flux from rim waves, summed rays: 0.854
FT axis flux factor, formula and summed rays: 1.475, 1.483
{110} edge, 0.4 deg inside/outside: wavevectors 9, 7
  ST flux factor inside/outside (0.3 deg cap): 8.77, 6.98
control C44 (GPa): 44, dent criterion 0.759
control: ST wavevectors 1, axis flux factor 1.762
2% change of constants: ST J(phi=0) from -0.213 to 0.288
2% change of constants: smallest dent criterion 1.469
ST axis flux factor with thermal 1/v^3 weight: 5.072
frequency (THz): 0.2, wavelength (nm): 17.9
source temperature with spectral peak there (K): 3.40
lattice dispersion, relative speed change (chain estimate): 4.1e-04
diffraction width of {110} edge (deg): 0.0036
mass-disorder mean free path (mm): 61
unscattered fraction over thickness: 0.85
no test failed
```
